# Fermi–Segrè–Goudsmit hyperfine formula with the Casimir factor, applied to cesium

## The physical situation

The valence electron of cesium spends most of its time outside a closed-shell core, where it sees roughly one unit of charge. Its hyperfine splitting is decided elsewhere: within about $1/Z$ bohr of the nucleus, where it sees nearly all 55 protons and moves relativistically. Can the splitting be obtained from measured level energies and the nuclear moment, without a wavefunction for the whole atom?

It can, approximately. For an $s$ electron outside closed shells of a neutral atom,

$$
A\simeq\frac43\,g_I\,\frac{\alpha^2}{M}\,\frac{Z}{n_*^3}\left(1-\frac{d\delta}{dn}\right)F,
\qquad F=\frac{3}{\gamma(4\gamma^2-1)} .\tag{1}
$$

Hartree atomic units are used, with $c=1/\alpha$. The splitting operator is $A\,\mathbf I\cdot\mathbf J$, the nuclear moment is $\boldsymbol\mu=g_I\mu_N\mathbf I$, and $M$ is the proton mass in electron masses, so $\mu_N=1/(2cM)$ in Gaussian atomic units. Further, $\gamma=\sqrt{1-Z^2\alpha^2}$, and the level energy without rest energy is $\varepsilon=-1/(2n_*^2)$ with $n_*=n-\delta$.

The assumptions are a local, energy-independent central potential $V(r)$, equal to $-Z/r$ near the nucleus and $-1/r$ far away, and a point nucleus with a point magnetic moment. Nonlocal exchange, core polarization, correlation, nuclear size and radiative corrections are omitted, except for what measured energies bring in.

## From the magnetic interaction to a radial integral

The electron has charge $-1$, and the nuclear vector potential is $\mathbf A=\boldsymbol\mu\times\mathbf r/r^3$. Replacing $\mathbf p$ by $\mathbf p+\mathbf A/c$ in $c\,\boldsymbol\alpha\cdot\mathbf p$ adds

$$
H=\boldsymbol\alpha\cdot\mathbf A=\boldsymbol\mu\cdot\mathbf N,\qquad
\mathbf N=\frac{\mathbf r\times\boldsymbol\alpha}{r^3}.
$$

For an $s_{1/2}$ state with spin up, let $\chi$ be the up spinor and write

$$
\psi=\frac1r\begin{pmatrix}P\,\Omega\\ iQ\,\Omega'\end{pmatrix},\quad
\Omega=\frac{\chi}{\sqrt{4\pi}},\quad \Omega'=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega,\quad
\int_0^\infty(P^2+Q^2)\,dr=1 .
$$

Since $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$, the cross term is

$$
\psi^\dagger\alpha_k\psi=\frac{PQ}{4\pi r^2}\left[-i\chi^\dagger\sigma_k(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi+\text{c.c.}\right]
=\frac{2PQ}{4\pi r^2}(\hat{\mathbf r}\times\hat{\mathbf z})_k .
$$

The $\delta_{kl}$ part is imaginary and cancels against its conjugate. Next, $[\hat{\mathbf r}\times(\hat{\mathbf r}\times\hat{\mathbf z})]_z=\cos^2\theta-1$, whose average over the sphere is $-2/3$. Hence $\langle N_z\rangle=-\frac43\int PQ\,r^{-2}dr$.

Within the $j=1/2$ doublet a vector operator is proportional to $\mathbf J$. As $\langle J_z\rangle=1/2$, $\mathbf N\to2\langle N_z\rangle\mathbf J$, and so $A=2g_I\mu_N\langle N_z\rangle$:

$$
A=-\frac{4g_I}{3cM}\int_0^\infty\frac{PQ}{r^2}\,dr .\tag{2}
$$

The integral is negative, so $A$ is positive for positive $g_I$.

To find the radial equations, use $\boldsymbol\sigma\cdot\mathbf p=-i\boldsymbol\sigma\cdot\nabla$. On the upper component it gives $i(P/r)'\Omega'$; on the lower it gives $-(Q'+Q/r)\Omega/r$. The two rows of the Dirac equation become

$$
P'-\frac Pr=\left(2c+\frac{\varepsilon-V}{c}\right)Q,\qquad
Q'+\frac Qr=-\frac{\varepsilon-V}{c}P .\tag{3}
$$

**Nonrelativistic limit.** For $c\to\infty$, $Q\simeq(P'-P/r)/(2c)$. With $P=rR$ this is $Q=rR'/(2c)$, so $\int PQ\,r^{-2}dr=\int RR'dr/(2c)=-R(0)^2/(4c)$. Equation (2) reduces to the Fermi contact result $A=g_I\alpha^2R(0)^2/(3M)$.

## The wavefunction near the nucleus

At small $r$, $\varepsilon$ and the screening are small beside $Z/r$. Setting $\varepsilon=0$ and $V=-Z/r$ in (3) leaves

$$
P'-\frac Pr=\left(2c+\frac{Z}{cr}\right)Q,\qquad P=-\frac cZ(rQ'+Q).
$$

Differentiating the second relation gives $P'=-(c/Z)(rQ''+2Q')$. Substitution in the first gives

$$
-\frac cZ\left(rQ''+Q'-\frac Qr\right)=\left(2c+\frac{Z}{cr}\right)Q .
$$

Multiply by $-Zr/c$ and collect the terms without derivatives:

$$
r^2Q''+rQ'+(2Zr-\gamma^2)Q=0 .
$$

With $x=\sqrt{8Zr}$ one has $r\,d/dr=\frac12x\,d/dx$ and $2Zr=x^2/4$. The result is Bessel's equation of order $2\gamma$. The solution regular at the nucleus is

$$
Q=N J_{2\gamma}(x),\qquad P=-\frac{cN}{Z}\left(\tfrac12xJ_{2\gamma}'+J_{2\gamma}\right).\tag{4}
$$

## The integral that gives the Casimir factor

From $r=x^2/(8Z)$ follows $dr/r^2=16Z\,dx/x^3$. Write $\nu=2\gamma$ and $J=J_\nu(x)$. Then

$$
\int\frac{PQ}{r^2}dr=-16cN^2\int_0^\infty\left(\frac{JJ'}{2x^2}+\frac{J^2}{x^3}\right)dx .
$$

Because $JJ'=(J^2)'/2$, integration by parts turns the first term into $\frac12\int J^2x^{-3}dx$. The boundary term $J^2/(4x^2)$ vanishes at infinity, and at zero if $\nu>1$, that is $\gamma>1/2$. The bracket therefore contributes $\frac32K$, with $K=\int J^2x^{-3}dx$.

To evaluate $K$, let $D=x\,d/dx$, so that $D^2J=(\nu^2-x^2)J$. Two total derivatives suffice:

$$
D[x^{-2}(DJ)^2]=-2x^{-2}(DJ)^2+x^{-2}(\nu^2-x^2)D(J^2),
$$

$$
D[x^{-2}J\,DJ]=-x^{-2}D(J^2)+x^{-2}(DJ)^2+x^{-2}(\nu^2-x^2)J^2 .
$$

Integrate both with weight $dx/x$; all boundary terms vanish for $\nu>1$. Let $L=\int x^{-3}(DJ)^2dx$ and $K_0=\int J^2x^{-1}dx$. In the first line, parts give $\int x^{-2}\nu^2D(J^2)\,dx/x=2\nu^2K$, while $-\int D(J^2)\,dx/x=0$; hence $L=\nu^2K$. In the second line, $-\int x^{-2}D(J^2)\,dx/x=-2K$, hence $0=-2K+L+\nu^2K-K_0$. Together,

$$
K=\frac{K_0}{2(\nu^2-1)} .
$$

For $K_0$, differentiate Bessel's equation with respect to $\nu$ and denote $\partial_\nu J$ by $\dot J$. Then $D(J\,D\dot J-\dot J\,DJ)=2\nu J^2$. At infinity $J\simeq\sqrt{2/(\pi x)}\cos\theta$ with $\theta=x-\nu\pi/2-\pi/4$, and $\dot J\simeq(\pi/2)\sqrt{2/(\pi x)}\sin\theta$. The bracket tends to $\cos^2\theta+\sin^2\theta=1$ there and to zero at the origin. So $K_0=1/(2\nu)$, and

$$
K=\frac{1}{4\nu(\nu^2-1)}=\frac{1}{8\gamma(4\gamma^2-1)} .
$$

Multiplying by $-16cN^2\cdot\frac32$ yields

$$
\int_0^\infty\frac{PQ}{r^2}dr=-cN^2\frac{3}{\gamma(4\gamma^2-1)}=-cN^2F .\tag{5}
$$

This holds for the threshold Coulomb solution. As $\alpha\to0$, $\gamma\to1$ and $F\to1$. To first order in $Z^2\alpha^2$, $\gamma(4\gamma^2-1)\simeq3-\frac{11}{2}Z^2\alpha^2$, so $F\simeq1+\frac{11}{6}Z^2\alpha^2$. For cesium this expansion gives 1.295, while the full factor is 1.390: the series should not be truncated there.

## Normalization from the level spacing

The constant $N$ is set by the outer part of the orbital. The matching below assumes a zone where $x\gg1$ but the screening is still weak. In cesium this holds only marginally: in the model potential used later, the charge has fallen to about 35 at $r=0.1$ bohr, where $x\simeq6.6$. For $x\gg1$, still inside the region of nearly full nuclear charge, (4) oscillates with

$$
P\simeq\frac{cN}{Z}\sqrt{\frac{x}{2\pi}}\,\sin\theta .
$$

The motion there is treated as nonrelativistic (in cesium $p/c$ is still about 0.2 at $r=0.1$ bohr), with local momentum $p=\sqrt{2Z/r}=4Z/x$. The semiclassical form is $P=Cp^{-1/2}\sin\varphi$, whose squared amplitude is $C^2x/(4Z)$. Equating this to $c^2N^2x/(2\pi Z^2)$ gives

$$
c^2N^2=\frac{\pi Z}{2}C^2 .
$$

Now carry the same $C$ outward through the screened region with $p=\sqrt{2(\varepsilon-V)}$. This is the approximate step. It requires the potential to change little over a reduced wavelength $1/p$, a condition poorly met at the edge of the core. Replacing $\sin^2\varphi$ by its mean $1/2$, and neglecting $Q^2$ in the norm, gives $\frac12C^2\int dr/p=1$.

Quantization requires $\int p\,dr=\pi n+\text{constant}$. Since $\partial p/\partial\varepsilon=1/p$, and the moving turning point contributes nothing because $p=0$ there, $\int dr/p=\pi\,dn/d\varepsilon$. Therefore

$$
C^2=\frac2\pi\frac{d\varepsilon}{dn},\qquad c^2N^2=Z\frac{d\varepsilon}{dn} .\tag{6}
$$

A loosely bound electron makes long outer excursions, has closely spaced levels, and is rarely near the nucleus. From $\varepsilon=-1/(2n_*^2)$,

$$
\frac{d\varepsilon}{dn}=\frac{1}{n_*^3}\frac{dn_*}{dn}=\frac{1}{n_*^3}\left(1-\frac{d\delta}{dn}\right).
$$

Equations (2), (5) and (6) combine to

$$
A=\frac{4g_I}{3cM}\,cN^2F=\frac{4g_I}{3M}\,\frac{Z}{c^2}\,\frac{d\varepsilon}{dn}\,F ,
$$

which is (1).

## Two hydrogenic cases

In the nonrelativistic limit, comparison with the contact result shows that (1) amounts to $R(0)^2=4Z\,d\varepsilon/dn$. A one-electron ion has $d\varepsilon/dn=Z^2/n^3$, which gives the correct $R(0)^2=4Z^3/n^3$ for each $n$.

The relativistic $1s$ state shows where $F$ must not be used. The functions $P\propto r^\gamma e^{-Zr}$ and $Q=qP$, with $q=-Z\alpha/(1+\gamma)$, satisfy (3) with $\varepsilon=c^2(\gamma-1)$. Since $q^2=(1-\gamma)/(1+\gamma)$, $q/(1+q^2)=-Z\alpha/2$. The ratio of radial integrals is

$$
\frac{\int r^{2\gamma-2}e^{-2Zr}dr}{\int r^{2\gamma}e^{-2Zr}dr}=\frac{4Z^2}{2\gamma(2\gamma-1)},
$$

so that

$$
\int\frac{PQ}{r^2}dr=-\frac{Z^3}{c}\,\frac{1}{\gamma(2\gamma-1)} .
$$

At $Z=55$ the $1s$ factor is 1.3125, against $F=1.3904$. Their ratio is $(1+2\gamma)/3=1+2\varepsilon/(3c^2)$, or 0.944: the binding energy of this $1s$ electron is not negligible beside $c^2$. For the hydrogenic $10s$ state, the numerical factor relative to $Z\,d\varepsilon/dn$ is 1.3897, within 0.1 percent of $F$. Thus $F$ belongs to weakly bound $s$ electrons, which is the valence case.

Both factors diverge at $\gamma=1/2$, or $Z\alpha=\sqrt3/2$, where the point-dipole integral fails at the origin. Nuclear size must be included well before that point.

## Computing the slope of the quantum defect

Measured levels give $\delta$ at integer $n$; the derivative needs an interpolation, and the interpolation is not unique. A screened potential supplies one here: $V=-q(r)/r$ with

$$
q(r)=1+\frac{Z-1}{1+h\,d\,(e^{r/d}-1)} .
$$

The shape parameter $h$ and range $d$ are adjusted until the Dirac equation reproduces the measured $6s$ and $7s$ binding energies.

Outside the core, $P$ is a combination of Coulomb functions. With Whittaker functions $M$ and $W$, let

$$
f=\frac{n_*}{\sqrt2}M_{n_*,1/2}\!\left(\frac{2r}{n_*}\right),\qquad
w=\frac{W_{n_*,1/2}(2r/n_*)}{\sqrt2\,\Gamma(n_*)} .
$$

Here $f$ is regular at the origin and $w$ decays. Define $g$ by $w=-f\cos\pi n_*+g\sin\pi n_*$, and define $\delta$ at any energy by $P\propto f\cos\pi\delta+g\sin\pi\delta$. A bound state needs $P\propto w$, hence $\tan\pi\delta=-\tan\pi n_*$, so $n_*+\delta$ is an integer. With $\mathcal W(u,v)=uv'-u'v$,

$$
\tan\pi\delta=-\frac{\mathcal W(P,f)}{\mathcal W(P,g)} .
$$

Evaluate this at two energies on either side of the level. Since $n=n_*+\delta$,

$$
1-\frac{d\delta}{dn}=\frac{dn_*}{dn}=\frac{1}{1+d\delta/dn_*} .
$$

The matching radius must lie beyond the screening but not deep in the forbidden region, where $f$ and $g$ both grow and become hard to distinguish; 16 bohr was used. Two tests guard this step: the defects must reproduce the separately computed $6s$ to $9s$ levels within 0.0002, and the slope must change by less than 0.005 when the energy step is halved.

## Cesium

The adopted inputs are binding energies of 3.894 eV ($6s$) and 1.596 eV ($7s$), and a rough nuclear moment of $2.6\,\mu_N$. The energies carry four figures because the slope depends on a small difference of quantum defects; they should be checked against a table of levels before being reused. With $I=7/2$, $g_I=2.6/3.5=0.7429$. The $6s$ energy is 0.143102 hartree below threshold, so

$$
n_*=\frac{1}{\sqrt{2(0.143102)}}=1.8692,\qquad \delta=6-1.8692=4.1308 .
$$

The relativistic factor follows from $Z\alpha=0.40135$ and $\gamma=0.91592$:

$$
F=\frac{3}{0.91592\,[4(0.91592)^2-1]}=1.3904 .
$$

The adjusted potential has $h=5.42$ bohr$^{-1}$ and $d=1.018$ bohr, and gives $1-d\delta/dn=1.130$. The constant $(4/3)g_I\alpha^2/M$ equals 189.0 MHz. Then

$$
\frac{189.0\times55}{(1.8692)^3}=1592\ \text{MHz},\qquad
1592\times1.130\times1.3904\simeq2501\ \text{MHz}.
$$

In atomic units this is $3.80\times10^{-7}$ hartree. It lies 8.8 percent above the reference value of 2298 MHz. The last digit is not significant: rounding of the $7s$ energy by 0.0005 eV moves $A$ by about 4 MHz, and the choice of potential moves it much more, as shown below. Without $F$ the estimate would be 1798 MHz, about 22 percent below the reference.

## How far the estimate can be trusted

**Semiclassical error.** The direct integral (2) for the same potential gives 2560 MHz, 2.4 percent above the formula. The difference combines the normalization error with the small-$r$ approximations, and it depends on the potential: for the shapes $h=4.0$ and $h=6.0$ in the table below, the direct integral lies 4.0 and 0.2 percent below the formula. For these three shapes the difference is thus about 4 percent at most, and of either sign; this is not a bound for other shapes or other forms of potential: at $h=3.0$ the direct integral lies 15 percent below the formula, and at $h=6.8$ it lies 8 percent below. For the adjusted potential, the direct integral also shows that the model itself, without these approximations, misses the reference by 11.4 percent. In this potential the formula's agreement within ten percent therefore benefits from a partial cancellation of errors. That is a property of the form chosen. With $q=1+(Z-1)e^{-br}/(1+ar)^2$ fitted to the same two levels ($a=1.812$, $b=0.383$ bohr$^{-1}$), the formula gives 2558 MHz, 11 percent above the reference, and the direct integral gives 2449 MHz, 4.3 percent below the formula.

**Relativity.** Dividing the direct integral by $-(Z/c)\,d\varepsilon/dn$ isolates the factor multiplying the spacing. It is 1.4235 at the physical $c$ and 1.0289 when $c$ is made 100 times larger and the range is readjusted to the same $6s$ energy. Their ratio, 1.383, is 0.5 percent below $F$. The enhancement is thus relativistic. Because the range was readjusted between the two calculations, semiclassical errors of a few percent need not cancel in the ratio. The comparison therefore supports $F$ to within a few percent; the closer agreement may be accidental.

**Slope.** This is the most delicate input. The potentials in this table all reproduce the $6s$ energy, but only the middle one also has the measured $7s$ energy:

| $h$ (bohr$^{-1}$) | $7s$ binding (eV) | slope factor | $A$ from (1) (MHz) |
|---|---|---|---|
| 4.0 | 1.623 | 1.054 | 2333 |
| 5.42 | 1.596 | 1.130 | 2501 |
| 6.0 | 1.582 | 1.187 | 2627 |

A shift of 0.041 eV in the $7s$ energy moves $A$ by nearly 300 MHz. The first row is closest to the reference, but its potential has the wrong $7s$ energy; the last is 14.3 percent too high. The $6s$ energy alone does not secure a ten percent estimate. Two levels do not fix the slope either: the second form of potential above has the same $6s$ and $7s$ energies and nearly the same $8s$ and $9s$ levels, yet its slope factor is 1.156. A polynomial in $1/n_*^2$ through the measured $6s$ to $9s$ defects gives about 1.105, or about 2450 MHz. The slope factor is therefore uncertain by several percent.

Nor may the derivative be replaced by a level difference without comment. The adjusted model has $n_*(7s)-n_*(6s)=2.9197-1.8692=1.0505$. Using this in place of 1.130 would give 2325 MHz. That number is nearer the reference, but it averages the slope over an interval in which the slope changes, whereas (6) asks for its value at $6s$. Even there the definition matters: the semiclassical $d\varepsilon/dn=\pi/\int dr/p$ used in deriving (6) corresponds to a slope factor of 1.136 in the adjusted potential and 1.115 in the second form, against 1.130 and 1.156 from Coulomb matching.

**Nuclear structure.** In the threshold solution, 95.6 percent of the integral comes from $r<1/Z$. In the adjusted potential the charge is still about 50 at $r=1/Z$, so screening is weak there, though not absent. About 3 percent comes from inside a nuclear radius estimated as 6.1 fm. This sets the scale of the neglected size effect; it is not the correction itself, since a finite nucleus also changes the wavefunction outside it. The result is proportional to the nuclear moment, so an uncertainty of $0.05\,\mu_N$ in the rough input means about 2 percent in $A$.

**Many-electron effects.** The derivation does not cover an orbital governed by nonlocal exchange, because (6) assumes one local potential for all energies. Inserting Hartree–Fock orbital energies in (1) is therefore not justified by this argument. Core polarization and correlation are not calculated here, and the remaining 8.8 percent cannot be assigned to any single omitted effect.

This single example, with its dependence on the form of the potential, does not establish a general accuracy for (1). When applying it, use measured energies, determine the slope with a potential fitted to at least two levels, and compare with the direct integral (2) in the same potential. A fit to two levels does not determine the slope, so repeat the calculation with another form of potential and with an interpolation of the measured defects; for cesium these choices spread the result of (1) from about 2450 to 2560 MHz.

## Numbers as computed

```
nuclear charge Z: 55
speed of light c: 137.035999 a.u.
proton/electron mass ratio M: 1836.1527
input 6s binding energy: 3.894 eV
input 7s binding energy: 1.596 eV
6s binding energy: 0.143102 hartree
input nuclear moment (rough): 2.6 mu_N
nuclear spin I: 3.5
nuclear g_I: 0.74286
Z alpha: 0.401354
gamma: 0.915923
Casimir factor F, formula: 1.390433
Casimir factor F, quadrature: 1.390433
angular average: -0.666667
share of integral inside r = 1/Z: 0.9560
share of integral inside r = 10/Z: 0.9982
nuclear radius estimate: 6.13 fm
share of integral inside nucleus: 0.0295
hydrogenic 1s factor, numerical: 1.312497
hydrogenic 1s factor, exact: 1.312497
hydrogenic 10s factor over Z dE/dn: 1.389675
adjusted shape parameter: 5.423 1/bohr
adjusted screening length: 1.0176 bohr
6s effective quantum number: 1.8692
7s effective quantum number: 2.9197
8s effective quantum number: 3.9324
9s effective quantum number: 4.9378
6s quantum defect: 4.1308
7s quantum defect: 4.0803
1 - d delta/dn at 6s: 1.1299
prefactor (4/3) g_I alpha^2/M: 189.0040 MHz
A without F and slope: 1591.6 MHz
A with slope, without F: 1798.4 MHz
A from full formula: 2500.6 MHz
A from full formula: 3.8005e-07 hartree
comparison target: 2298 MHz
formula minus target: 8.8 percent
A from direct Dirac integral: 2560.0 MHz
direct/formula ratio: 1.0237
model factor, physical c: 1.4235
model factor, c times 100: 1.0289
ratio of these factors: 1.3834
shape 4.0 1/bohr, 7s binding: 1.623 eV
shape 4.0 1/bohr, slope: 1.0543
shape 4.0 1/bohr, formula A: 2333.3 MHz
shape 4.0 1/bohr, formula minus target: 1.5 percent
shape 4.0 1/bohr, direct A: 2240.8 MHz
shape 6.0 1/bohr, 7s binding: 1.582 eV
shape 6.0 1/bohr, slope: 1.1868
shape 6.0 1/bohr, formula A: 2626.5 MHz
shape 6.0 1/bohr, formula minus target: 14.3 percent
shape 6.0 1/bohr, direct A: 2622.2 MHz
```
